Aligning a localized defect level with hybrid band edges

**The setting**

A defect level has been calculated with a semilocal description (SL) in a periodic supercell. For the hybrid description (H), suppose that only the perfect host has been calculated. The task is to place the semilocal level between the hybrid band edges, and to judge the error.

The question uses a one-electron model with round parameters that stand for no particular material. Energies are in hartree and lengths in bohr; the main distances are also given in eV.

The host is a chain of cells of length ℓ = 10. Cell j has a site A at x = jℓ with energy −a and a site B half a cell further on with energy b. Neighbouring sites are joined by the matrix element −t. The parameters are

SL: a = 0.010, b = 0.010, t = 0.030

H: a = 0.018, b = 0.014, t = 0.033.

The difference between the two Hamiltonians is called X. It lowers A by 0.008, raises B by 0.004 and changes each bond element by −0.003. It imitates a nonlocal exchange correction, but is not derived from an exchange integral.

The defect is an extra orbital d at x = 0 with energy 0.009, joined to the A site of cell 0 by the matrix element −0.008. It is surrounded by a neutral rearrangement of charge, whose potential energy U(x) is added to all orbital energies. X has no matrix element involving d. Geometry, charge density and electrostatic potential are prescribed, not computed from the orbitals of the model. They are taken to be the same in both descriptions, apart from an additive energy zero: the bulk mean electrostatic energy of an electron is 0.150000 in the SL output and 0.130000 in the H output. The "defect level" is the one-electron state with the largest weight on d. The well U also binds a second, shallow level just below the conduction edge; it is not the level followed here.

**Part (a)**

Find the band edges of the host in both descriptions, measured from the mean electrostatic energy. How does a state with energy inside the gap decay along the chain?

**Answer (a)**

Let A_j and B_j be the amplitudes in cell j. The site equations are

(E + a) A_j = −t (B_{j−1} + B_j)

(E − b) B_j = −t (A_j + A_{j+1}).

Multiply the second equation by E + a and insert the first for A_j and A_{j+1}:

(E + a)(E − b) B_j = t² (B_{j−1} + 2B_j + B_{j+1}).   (1)

For a Bloch wave, B_j is proportional to exp(ikj), so the bracket becomes (2 + 2 cos k) B_j = 4cos²(k/2) B_j. Hence

(E + a)(E − b) = 4t² cos²(k/2)

E = (b − a)/2 ± √[ ((a + b)/2)² + 4t² cos²(k/2) ].   (2)

The root is smallest at k = π, where the cosine vanishes. The edges are therefore

e_v = −a,  e_c = b.

At k = π the amplitudes alternate in sign from cell to cell, and the two bond contributions to each site cancel. The valence-edge state then lives on A alone and the conduction-edge state on B alone. This is why t does not enter the edges. The values are

SL: e_v = −0.010, e_c = 0.010, gap 0.020

H: e_v = −0.018, e_c = 0.014, gap 0.032.

The edge shifts, hybrid minus semilocal, are Δ_v = −0.008 and Δ_c = +0.004.

Inside the gap, define W = (E + a)(b − E), which is positive. The left side of (1) is −W B_j. Try B_j = (−s)^|j| with 0 < s < 1. Away from j = 0, division by B_j gives

−W = t² (2 − s − 1/s), or W = t² (1 − s)²/s.   (3)

The amplitude alternates in sign and shrinks by the factor s per cell. At an edge W = 0 and s = 1, so the decay length diverges there.

**Part (b)**

The planar-averaged charge density of the rearrangement, in units of the elementary charge, is

ρ(x) = σ [g_w(x) − g_c(x)],

where g_w and g_c are normalized Gaussians with standard deviations w = 2 (positive core) and c = 6 (electron cloud), and σ = 0.0005 per square bohr. The supercell calculation sets the cell average of U to zero. Find U far from the defect in a cell of length L. The raw defect level is 0.150220 for 24 host cells and 0.149851 for 200. Find the level relative to bulk-like host material in each case.

**Answer (b)**

The electrostatic potential φ obeys φ'' = −4πρ. An electron has charge −1, so U = −φ and

U'' = 4πρ.

Consider first one isolated defect. Because ρ is neutral, the field vanishes on both sides; because ρ is symmetric, there is no dipole step between the sides. The solution U_iso can then be chosen to vanish on both sides. Two integrations by parts, whose boundary terms vanish, give

∫ x² U_iso'' dx = −2 ∫ x U_iso' dx = 2 ∫ U_iso dx.

With Poisson's equation on the left,

∫ U_iso dx = 2π ∫ x² ρ dx = 2πσ (w² − c²).

In the supercell, a sum of copies of U_iso displaced by multiples of L solves the periodic problem. Its cell average is (1/L)∫U_iso dx. The convention of zero average subtracts this number everywhere. Midway between copies, where the Gaussian tails are negligible, only the subtraction remains:

U_far = −(2π/L) ∫ x² ρ dx = 2πσ (c² − w²)/L.   (4)

The sign has a simple meaning. A compact positive core inside a wider electron cloud makes an attractive well for electrons; forcing the average to zero lifts the region outside the well.

Here σ(c² − w²) = 0.0005 × (36 − 4) = 0.016. For 24 cells L = 240, and for 200 cells L = 2000:

U_far = 2π × 0.016/240 = 0.000419

U_far = 2π × 0.016/2000 = 0.000050.

The local reference is the bulk mean plus U_far. The aligned level is thus

24 cells: e_d = 0.150220 − 0.150000 − 0.000419 = −0.000199

200 cells: e_d = 0.149851 − 0.150000 − 0.000050 = −0.000199.

The raw levels differ by 0.000369, while the aligned levels agree to the digits shown. The remaining effect of the periodic images is small because the state decays. At this energy W = 0.009801 × 0.010199 ≈ 1.00 × 10⁻⁴, and (3) with t = 0.030 gives s ≈ 0.718. Once around the ring of 24 cells the host amplitude falls by the factor s²⁴ ≈ 3.5 × 10⁻⁴.

Equation (4) needs a neutral defect. With a net charge the field does not vanish outside, there is no flat far region, and a separate finite-size correction is required. With a net dipole the two sides of an isolated defect have different potentials; in the periodic supercell the far region is then tilted instead of flat.

**Part (c)**

Construct the distances of the semilocal level from the hybrid edges, stating the assumption made. Evaluate them. What goes wrong if (i) raw eigenvalues are subtracted, (ii) the bulk mean is used in place of the far region of the 24-cell supercell, or (iii) the semilocal distance to the valence edge is kept?

**Answer (c)**

Adding a constant to a Hamiltonian moves every eigenvalue and the electrostatic reference by that constant. The difference e = E − V is unaffected, so it can be carried from one calculation to another. The assumption is that the level does not move relative to this reference when X is added: e_d(H) ≈ e_d(SL). Then

D_v = e_d(SL) − e_v(H)

D_c = e_c(H) − e_d(SL).   (5)

Adding and subtracting the semilocal edges shows what has changed:

D_v = [e_d(SL) − e_v(SL)] − Δ_v

D_c = [e_c(SL) − e_d(SL)] + Δ_c.

A valence edge that moves down (Δ_v < 0) increases D_v. Numerically,

D_v = −0.000199 + 0.018000 = 0.017801, which is 0.484 eV

D_c = 0.014000 + 0.000199 = 0.014199, which is 0.386 eV.

The sum of the two is the hybrid gap whatever value e_d has. Agreement of the sum with the gap therefore says nothing about whether the level is placed correctly.

(i) The raw difference is 0.150220 − 0.112000 = 0.038220, where 0.112000 = 0.130000 − 0.018000 is the raw hybrid valence edge. This exceeds the gap of 0.032 and would put the level above the conduction edge. The excess over D_v is the difference of the references, 0.150419 − 0.130000 = 0.020419, and has no physical content.

(ii) The level would appear at 0.150220 − 0.150000 = +0.000220 instead of −0.000199. The error is U_far = 0.000419 and falls as 1/L.

(iii) The semilocal distance is −0.000199 + 0.010000 = 0.009801. Keeping it ties the level to the valence edge and discards the contribution −Δ_v = 0.008.

The common reference also rests on the assumption of equal densities. Here this is imposed: the filled lower band of the model would by itself have more weight on the A sites in H than in SL. Suppose that the hybrid calculation redistributed charge symmetrically within every host cell, with second moment m per unit area in each cell. By the integral in (b), the decaying potentials of these cells would add 2πm/ℓ to the mean electrostatic energy inside a thick slab, relative to the vacuum outside. Two bulk means set to zero by convention would then no longer denote the same physical energy, and this offset would have to be found separately.

For a charge transition level, the raw eigenvalue of the level is replaced by a total-energy difference E(N + 1) − E(N) at the same nuclear charges. A constant potential energy V per electron changes it by (N + 1)V − NV = V, so the same reference can be used, after the correction for charged cells; that the level does not move relative to it remains an assumption.

**Part (d)**

The hybrid defect supercell of 24 cells is now diagonalized directly and gives e_d(H) = −0.000342. The weight of the level on d is w_d = 0.9264 in SL and 0.9595 in H. Derive an expression for the neglected shift δ = e_d(H) − e_d(SL), explain why it is small here, and say what would make it large.

**Answer (d)**

Remove the energy zeros and connect the two Hamiltonians by H_λ = H_SL + λX, with λ from 0 to 1. Follow the normalized, nondegenerate state ψ_λ with energy e(λ) = ⟨ψ_λ|H_λ|ψ_λ⟩. Differentiation gives

de/dλ = ⟨ψ_λ|X|ψ_λ⟩ + ⟨dψ_λ/dλ|H_λ|ψ_λ⟩ + ⟨ψ_λ|H_λ|dψ_λ/dλ⟩.

Since H_λ ψ_λ = e ψ_λ, the last two terms equal e times the derivative of ⟨ψ_λ|ψ_λ⟩ = 1, which is zero. Integration over λ yields

δ = ∫₀¹ ⟨ψ_λ|X|ψ_λ⟩ dλ.   (6)

The full hybrid distances follow from (5):

e_d(H) − e_v(H) = D_v + δ,  e_c(H) − e_d(H) = D_c − δ.

From the energies, δ = −0.000342 + 0.000199 = −0.000143. Numerical evaluation of the integral (6) gives the same value. Thus

distance to valence edge: 0.017801 − 0.000143 = 0.017658, or 0.4805 eV

distance to conduction edge: 0.014199 + 0.000143 = 0.014342, or 0.390 eV.

Relative to these direct values, alignment makes the first distance 0.8% too large and the second 1.0% too small. Keeping the semilocal valence distance gives 0.009801, which is 44% below the direct value. The error from procedure (ii), 0.000419, is about three times |δ|: a careless reference can cost more than the physical assumption.

The smallness of δ can be traced to the orbital weight. X acts on the host part of ψ alone, and that part has squared norm 1 − w_d. On the host, X has the form of the chain in part (a), with a = 0.008, b = 0.004 and t = 0.003. By (2) its eigenvalues lie between

−0.002 − √(0.006² + 0.006²) = −0.0105 and −0.002 + √(0.006² + 0.006²) = 0.0065.

For the semilocal state 1 − w_d = 0.0736, so its expectation value of X must lie between −0.00077 and +0.00048. The calculated value, which is the first-order estimate of δ, is −0.000209 for 24 cells; its last digit still depends on the supercell, with −0.000206 (and w_d = 0.9265) for 100 cells. It is well inside these bounds: the host part of the state is spread over both kinds of site, X is negative on the A sites and positive on the B sites, and these two contributions partly cancel. The bond elements of X add a smaller negative contribution. The orbital weight alone limits the estimate only to about 0.0008 in magnitude; the further reduction belongs to this example. The magnitude of the first-order estimate is about one and a half times that of the full shift. In this example the first-order estimate thus gives the sign and the scale of the error, but not its accurate value.

The absence of a direct element of X on d is essential. If X also contained x_d |d⟩⟨d|, the argument leading to (6) would give

∂e_d/∂x_d = |⟨d|ψ⟩|² = w_d.

Near the hybrid solution a small x_d moves the level by 0.9595 x_d. The more completely the state is localized on d, the more fully it takes up this shift. Localization reduces the influence of the host correction; it does not reduce that of a correction to the defect orbital itself. Whether x_d is small in a real defect must be established by a hybrid defect calculation or by other evidence.

**Part (e)**

Replace the defect by a weak attraction: the energy of one host B site is lowered by u = 0.010, with no orbital d and no potential U. Find the condition for the bound level below the conduction edge, its leading form for small u, and its shift from SL to H. May this level be held fixed in the alignment?

**Answer (e)**

Let the altered site be B₀. Its equation acquires a term −uB₀ on the right. After multiplication by E + a, equation (1) at j = 0 becomes

−W B₀ = t² (B_{−1} + 2B₀ + B₁) − u(E + a) B₀.

Insert B_j = (−s)^|j|, for which B₁ = B_{−1} = −s and B₀ = 1:

u(E + a) = W + 2t² (1 − s).

From (3), W = t² (1/s + s − 2). Therefore

u(E + a) = t² (1/s − s).

To eliminate s, square this and use (1/s − s)² = (1/s + s)² − 4 together with t² (1/s + s) = W + 2t²:

u²(E + a)² = (W + 2t²)² − 4t⁴ = W (W + 4t²).

Let η = b − E be the binding energy, so that W = (E + a)η. Division by E + a gives

η = u² (E + a)/(4t² + W).   (7)

For small u the level is close to the edge. Then E + a ≈ a + b and W ≪ 4t², and

η ≈ u² (a + b)/(4t²).

The leading estimates are 0.0001 × 0.020/0.0036 = 0.00056 for SL and 0.0001 × 0.032/0.004356 = 0.00073 for H. Diagonalization of a ring of 200 cells gives

SL: E = 0.009461, η = 0.000539

H: E = 0.013285, η = 0.000715.

The leading form is about 3% too large relative to both calculated binding energies. The shift of the level is

0.013285 − 0.009461 = 0.003824,

which is 0.956 of the conduction-edge shift. The small deficit is the increase of η by 0.000176. As u tends to zero both binding energies vanish as u², and the level shift tends to Δ_c.

This level may not be held fixed. Doing so would give a distance of 0.014000 − 0.009461 = 0.004539 from the hybrid conduction edge, more than six times the direct value 0.000715. The level is built from host states near the conduction edge and takes over their correction. Here the better first approximation is to keep its distance from that edge.

Lying inside the gap is thus not sufficient for the alignment of part (c). The shift (6) must be small compared with the distances to the edges that are to be found. In this model it is 0.000143 in magnitude for the level on d, whose direct distances are 0.017658 and 0.014342. For the shallow level it is 0.003824, although that level lies only 0.000715 below the hybrid conduction edge. The numerical output below lists the energies for both cases.

Computed results

```
Host lattice constant: 10.0 bohr
Host site energies A, B: -0.010, 0.010 hartree
Host hopping magnitude: 0.030 hartree
X on A, B, hopping size: -0.008, 0.004, 0.003 hartree
Bare defect orbital energy: 0.009 hartree
Defect-host coupling magnitude: 0.008 hartree
Sheet charge of core: 0.0005 e/bohr^2
Core, cloud widths: 2.0, 6.0 bohr
Cells in small, large supercell: 24, 200
Semilocal bulk mean potential: 0.150000 hartree
Hybrid bulk mean potential: 0.130000 hartree
Semilocal raw valence edge: 0.140000 hartree
Semilocal raw conduction edge: 0.160000 hartree
Hybrid raw valence edge: 0.112000 hartree
Hybrid raw conduction edge: 0.144000 hartree
Semilocal raw defect level, small cell: 0.150220 hartree
Semilocal raw defect level, large cell: 0.149851 hartree
Far-region offset, small cell: 0.000419 hartree
Far-region offset, large cell: 0.000050 hartree
Far-region reference, small cell: 0.150419 hartree
Aligned semilocal level, small cell: -0.000199 hartree
Aligned semilocal level, large cell: -0.000199 hartree
Aligned semilocal edges v, c: -0.010000, 0.010000 hartree
Aligned hybrid edges v, c: -0.018000, 0.014000 hartree
Valence edge shift: -0.008000 hartree
Conduction edge shift: 0.004000 hartree
Semilocal gap: 0.020000 hartree
Hybrid gap: 0.032000 hartree
Semilocal distance to valence edge: 0.009801 hartree
Semilocal distance to conduction edge: 0.010199 hartree
Aligned distance to hybrid valence edge: 0.017801 hartree
Aligned distance to hybrid conduction edge: 0.014199 hartree
Same, valence edge: 0.484 eV
Same, conduction edge: 0.386 eV
Direct hybrid level: -0.000342 hartree
Direct hybrid distance to valence edge: 0.017658 hartree
Direct hybrid distance to conduction edge: 0.014342 hartree
Direct, valence edge: 0.481 eV
Direct, conduction edge: 0.390 eV
Defect level own shift delta: -0.000143 hartree
Delta from coupling integral: -0.000143 hartree
Delta to first order in X: -0.000209 hartree
Defect orbital weight, semilocal: 0.9264 (no unit)
Defect orbital weight, hybrid: 0.9595 (no unit)
Response to direct orbital shift: 0.9595 (no unit)
Wrong: raw level minus raw hybrid valence edge: 0.038220 hartree
Error if semilocal valence distance is kept: -0.007857 hartree
Shallow case: site attraction: 0.010 hartree
Shallow level, semilocal: 0.009461 hartree
Shallow level, hybrid: 0.013285 hartree
Shallow level shift: 0.003824 hartree
Shallow shift / conduction edge shift: 0.956 (no unit)
```
